\section*{A Single Plane Wave Neither Polarizes the Vacuum nor Creates Pairs}

\section{A wrong prediction}

Take a laser pulse of intensity $10^{27}\,\mathrm{W/m^2}$ and ask what it does to empty space. Quantum electrodynamics adds to the Maxwell Lagrangian a small term which, for a static electric field, grows as $E^4$. Put the electric field of the pulse into that term, and the vacuum acquires a polarization of $4.4\times10^{-11}$ relative to $\varepsilon_0E$. The pulse should then slow itself down and distort its own shape. At a high enough intensity it should also tear electron-positron pairs out of the vacuum. For a plane wave, all of these predictions are false.

The belief behind them has good reasons on its side. The vacuum does respond to strong fields. There is a natural scale for this response, the critical field
\begin{equation}
E_S=\frac{m^2c^3}{e\hbar}=1.32\times10^{18}\ \mathrm{V/m},
\end{equation}
at which the work $eE_S\,\hbar/(mc)$ done on an electron over its reduced Compton wavelength equals $mc^2$. An intense wave also contains ample energy for pairs, since many photons together exceed $2mc^2$. What the belief leaves out is the magnetic field of the wave and, in the photon picture, the momentum of the photons.

\section{The fields of one wave}

A plane wave has one direction $\mathbf n$, and its fields depend on the single variable $\varphi=ct-\mathbf n\cdot\mathbf r$. The spectrum, polarization and strength are arbitrary. Describe it by a vector potential $\mathbf A(\varphi)$ with $\mathbf n\cdot\mathbf A=0$ and no scalar potential. Since $\partial_t\varphi=c$ and $\nabla\varphi=-\mathbf n$,
\begin{equation}
\mathbf E=-\partial_t\mathbf A=-c\mathbf A',\qquad
c\mathbf B=c\nabla\times\mathbf A=-c\,\mathbf n\times\mathbf A'=\mathbf n\times\mathbf E .
\end{equation}
Two combinations of the fields have the same value for all inertial observers, the second up to a sign under reflection:
\begin{equation}
S=\tfrac12(E^2-c^2B^2),\qquad G=c\,\mathbf E\cdot\mathbf B .
\end{equation}
Here $\mathbf E\perp\mathbf n$, so $|\mathbf n\times\mathbf E|=|\mathbf E|$ and $S=0$. Also $\mathbf E\cdot(\mathbf n\times\mathbf E)=0$, so $G=0$.

This has a direct meaning. An observer moving along $\mathbf n$ with speed $\beta c$ measures, with $\gamma=(1-\beta^2)^{-1/2}$,
\begin{equation}
\mathbf E'=\gamma(\mathbf E+\beta\,\mathbf n\times c\mathbf B)
=\gamma(1-\beta)\mathbf E=\sqrt{\frac{1-\beta}{1+\beta}}\,\mathbf E ,
\end{equation}
because $\mathbf n\times(\mathbf n\times\mathbf E)=-\mathbf E$. A fast enough observer finds the field as weak as desired. For a single plane wave, ``stronger than $E_S$'' is therefore a statement about the observer, and the vacuum has no preferred observer.

\section{The Lagrangian of the vacuum}

To see how the vacuum responds, consider the filled negative-energy states of the Dirac equation in a constant magnetic field. This is the one-loop approximation: the electrons feel the given field but do not exchange photons. Set $\hbar=c=1$ and write $\mu=m^2$, $b=eB$.

The squared Dirac energy is $\mu+p^2$, with $p$ the momentum along the field, plus an orbital part $(2l+1)b$, $l=0,1,\dots$, and a spin part $\pm b$. The levels are thus $\sqrt{M_n^2+p^2}$ with $M_n^2=\mu+2nb$. The level $n=0$ occurs once ($g_0=1$), the others twice ($g_n=2$). The two coordinates of an orbit centre have a commutator of magnitude $1/b$, so each state occupies an area $2\pi/b$. The sea has energy density
\begin{equation}
\mathcal E=-\frac{b}{2\pi}\sum_n g_n\int\frac{dp}{2\pi}\sqrt{M_n^2+p^2},
\end{equation}
and for a purely magnetic field the Lagrangian density is $L=-\mathcal E$. The sum diverges, but its third derivative with respect to $\mu$ does not. That derivative turns the root into $\tfrac38(M_n^2+p^2)^{-5/2}$, and $\int dp\,(M_n^2+p^2)^{-5/2}=4/(3M_n^4)$. Hence
\begin{equation}
\frac{\partial^3L}{\partial\mu^3}=\frac{b}{8\pi^2}\sum_n\frac{g_n}{M_n^4}
=\frac{1}{8\pi^2}\int_0^\infty ds\,e^{-\mu s}\,bs\coth(bs).
\end{equation}
The last step uses $M^{-4}=\int_0^\infty ds\,s\,e^{-sM^2}$ and the geometric series $1+2\sum_{n\ge1}e^{-2nbs}=\coth(bs)$.

Integrating three times over $\mu$ replaces $e^{-\mu s}$ by $-s^{-3}e^{-\mu s}$. In the expansion $x\coth x=1+x^2/3-x^4/45+\dots$, the first term is the energy without a field. The second is proportional to $b^2$, like the Maxwell term itself, and merely rescales it; it is absorbed in the measured charge. The integration constants form a polynomial $c_0+c_1\mu+c_2\mu^2$. On dimensional grounds $c_2$ is independent of $b$, $c_1\propto|b|$ and $c_0\propto b^2$; a $b^4$ term would need a negative power of $\mu$. The sea is separated from the positive-energy states by a gap and its energy is unchanged when the field is reversed, so for weak fields it is a series in even powers of $b$, which excludes $|b|\mu$. The other two constants are of the two kinds just discussed. What remains, at $\mu=1$, is
\begin{equation}
L_1=-\frac1{8\pi^2}\int_0^\infty\frac{ds}{s^3}e^{-s}
\left[bs\coth(bs)-1-\frac{(bs)^2}{3}\right]
\simeq\frac{b^4}{360\pi^2}\int_0^\infty ds\,s\,e^{-s}=\frac{b^4}{360\pi^2}.
\end{equation}

With $m=1$ we have $eE_S=1$, so $b$ is $cB/E_S$. From here on, fields are measured this way: $E$ stands for $E/E_S$ and $B$ for $cB/E_S$, with $c=1$. The natural unit of energy density is $\varepsilon_0E_S^2$. Since $e^2=4\pi\varepsilon_0\alpha$, this unit equals $1/(4\pi\alpha)$, and
\begin{equation}
L_1\simeq\kappa B^4,\qquad \kappa=\frac{4\pi\alpha}{360\pi^2}=\frac{\alpha}{90\pi}=2.58\times10^{-5}.
\end{equation}

For general constant fields, $L_1$ must be a Lorentz scalar and hence a function of $S$ and $G$. It must be even in $G$, which changes sign under reflection. The term linear in $S$ has gone into the charge. Therefore
\begin{equation}
L_1=\kappa\,(4S^2+gG^2)+\text{higher powers},
\end{equation}
where the 4 follows from $S=-B^2/2$ in a magnetic field. The number $g$ is not needed below.

\section{The response vanishes}

The polarization and magnetization of the vacuum are the derivatives of $L_1$ with respect to the fields. From $S=\frac12(E^2-B^2)$ and $G=\mathbf E\cdot\mathbf B$,
\begin{equation}
\mathbf P=\frac{\partial L_1}{\partial S}\mathbf E+\frac{\partial L_1}{\partial G}\mathbf B,\qquad
\mathbf M=-\frac{\partial L_1}{\partial S}\mathbf B+\frac{\partial L_1}{\partial G}\mathbf E .
\end{equation}
Both first derivatives vanish at $S=G=0$, because $L_1$ starts with quadratic terms. So $\mathbf P=\mathbf M=0$. The wave need not be weak: $L_1$ knows the fields only through $S$ and $G$, and these are zero at any amplitude. The equations for $\mathbf D=\mathbf E+\mathbf P$ and $\mathbf H=\mathbf B-\mathbf M$ reduce to Maxwell's equations, which the wave satisfies.

The false prediction is now easy to locate. Dropping $B$ gives $S=E^2/2$ and $L_1=\kappa E^4$, hence $P=4\kappa E^3$ and $P/E=4\kappa E^2$. That is correct for a weak static electric field and wrong for a wave.

The charge-renormalization term would not have changed the conclusion. It multiplies the whole Maxwell Lagrangian by a constant and leaves the field equations in empty space as they are.

\section{Field gradients do not help}

The Lagrangian above was derived for constant fields, and a wave varies. One might hope that terms containing derivatives of the fields bring the effect back. With the metric $(+,-,-,-)$ and the four-vector $n^\mu=(1,\mathbf n)$, the phase is $\varphi=n_\mu x^\mu$, and
\begin{equation}
F^{\mu\nu}=n^\mu A'^\nu-A'^\mu n^\nu,\qquad n\cdot n=0,\qquad n\cdot A'=0 .
\end{equation}
Each derivative $\partial^\lambda$ contributes one more factor $n^\lambda$ and one more prime on $A$. In any scalar built from $F$ and its derivatives, all indices are contracted. Each $n$ must then meet another $n$ or a derivative of $A$, and the product is zero.

An induced current has one free index. A term with $k$ fields and $d$ derivatives has $2k+d$ indices. To leave one free, this number must be odd, so $d\ge1$, and the term contains $k+d\ge2$ factors of $n$. At most one can carry the free index. Another must be contracted, and the term vanishes. (The antisymmetric tensor $\epsilon^{\mu\nu\rho\sigma}$ does not interfere: reflection symmetry allows it in pairs only, and a pair reduces to products of metric tensors.) This removes every local term of the expansion in derivatives, whatever its coefficient.

\section{No pairs}

A derivative expansion does not settle pair creation, which needs an argument of its own. The wave is unchanged if everything is displaced by $s\mathbf n$ in space and by $s/c$ in time, since $\varphi$ stays the same. To this symmetry belongs the conserved quantity
\begin{equation}
Q=\varepsilon-c\,\mathbf n\cdot\mathbf p,
\end{equation}
with $\varepsilon$ and $\mathbf p$ the total energy and momentum of the particles before or after the pulse. The vacuum has $Q=0$. A massive particle has $\varepsilon=\sqrt{m^2c^4+p^2c^2}>c|\mathbf p|\ge c\,\mathbf n\cdot\mathbf p$, hence $Q>0$, and a photon has $Q\ge0$. No state containing a pair can have $Q=0$, so none can emerge from the vacuum. The photons of the wave itself also have $Q=0$, and this is why their number does not help: they supply energy, but always with the full accompanying momentum.

The Dirac equation shows the same thing explicitly. Write $\hat v=\gamma_\mu v^\mu$, use $\hbar=c=m=1$, and let $a^\mu(\varphi)$ be the potential times the charge. The equation is $(i\hat\partial-\hat a-1)\psi=0$. Try
\begin{equation}
\psi=\left[1+\frac{\hat n\hat a}{2n\cdot p}\right]u\,e^{-ip\cdot x-i\theta(\varphi)},\qquad
\theta'=\frac{2p\cdot a-a^2}{2n\cdot p},
\end{equation}
where $(\hat p-1)u=0$. Differentiating the bracket gives a term with $\hat n\hat n=n\cdot n=0$. Differentiating the exponential gives $\hat p+\theta'\hat n$. The equation therefore requires
\begin{equation}
(\hat p+\theta'\hat n-\hat a-1)\left[1+\frac{\hat n\hat a}{2n\cdot p}\right]u=0 .
\end{equation}
Moving $\hat p$ to the right with $\hat p\hat v=2p\cdot v-\hat v\hat p$ gives
\begin{equation}
(\hat p-1)\hat n\hat a\,u=2(n\cdot p)\,\hat a u-2(p\cdot a)\,\hat n u,
\end{equation}
and $n\cdot a=0$ gives $-\hat a\hat n\hat a=\hat n\hat a\hat a=a^2\hat n$. The left side becomes
\begin{equation}
\theta'\hat nu-\hat au+\hat au-\frac{p\cdot a}{n\cdot p}\hat nu+\frac{a^2}{2n\cdot p}\hat nu=0 ,
\end{equation}
as required. This Volkov solution exists for negative energies too, since $|p^0|>|\mathbf p|$ keeps $n\cdot p$ away from zero. Take a pulse whose electric field integrates to zero, so that $a$ vanishes both before and after it (the argument with $Q$ needs no such condition). When the pulse has passed, the bracket is 1. Each negative-energy state has returned to itself, multiplied by a phase. Pair creation would require a positive-energy part, and there is none.

A comparison shows that the dependence on $\varphi$ is what matters. Let $eA/(mc)=5e^{-\tau^2}$, which has a peak field of $4.3\,E_S$. If $\tau$ is the time alone, in units of $\hbar/(mc^2)$, the field is purely electric. Integrating the Dirac equation for a momentum $p=4\,mc$ parallel to $eA$, the most favourable of eleven values tried between $0$ and $5\,mc$, gives a pair probability of 0.997 for this mode. The kinetic momentum $p-eA$ then passes twice through zero; for $p=-4\,mc$ it never does, and the probability is only $2\times10^{-8}$. If $\tau$ is instead the phase of a plane wave, the Volkov solution for the same momentum gives $10^{-43}$. That remnant comes from the Gaussian tail of $a$ in the bracket: the solution was evaluated at $\tau=7$, where $a=5e^{-49}=2.6\times10^{-21}$, and with $|n\cdot p|=\sqrt{17}$ the bracket differs from 1 by about $a/(2|n\cdot p|)=3.2\times10^{-22}$, whose square is $10^{-43}$.

\section{What a second wave changes}

The result does not say that the vacuum is inert in the presence of the wave. The first derivatives of $L_1$ vanish, but the second derivatives do not, and another field can reveal them.

Superpose two waves with directions at an angle $\vartheta$, both polarized normal to the plane of the two directions. Each has $S=0$ alone, so the cross terms remain:
\begin{equation}
S=\mathbf E_1\cdot\mathbf E_2-(\mathbf n_1\times\mathbf E_1)\cdot(\mathbf n_2\times\mathbf E_2)
=E_1E_2(1-\cos\vartheta).
\end{equation}
At $1^\circ$ this is $1.5\times10^{-4}E_1E_2$, at $10^\circ$ it is $0.015\,E_1E_2$, and head-on it is $2E_1E_2$. A focused beam is a superposition of directions, so it is not covered by the result, though a narrow cone keeps $S$ small compared with $E^2$. Standing waves and waves in an added static field are not covered either.

Now let a strong wave $E_0(t-z)$ travel along $+z$, and add a weak probe with the same linear polarization and potential $a(t,z)$, now measured so that its fields are $e=-\dot a$ and $b=a'$, with dots for $\partial_t$ and primes for $\partial_z$. The strong wave has $E=B=E_0$, so the total fields obey
\begin{equation}
E^2-B^2=2E_0(e-b)+e^2-b^2,\qquad e-b=-(\dot a+a').
\end{equation}
Here $G=0$, and to leading order $L=\frac12(E^2-B^2)+\kappa(E^2-B^2)^2$. The term linear in $a$ is $-E_0(\dot a+a')=-(\partial_t+\partial_z)(E_0a)$, a total derivative without effect. The quadratic part is
\begin{equation}
L=\tfrac12(\dot a^2-a'^2)+\delta\,(\dot a+a')^2,\qquad \delta=4\kappa E_0^2 .
\end{equation}
With $u=t-z$ and $v=t+z$, we have $\dot a+a'=2a_v$ and $\dot a-a'=2a_u$, so $L=2a_ua_v+4\delta(u)a_v^2$. The Euler-Lagrange equation $\partial_u(2a_v)+\partial_v(2a_u+8\delta a_v)=0$ gives
\begin{equation}
a_{uv}+2\delta(u)\,a_{vv}=0 .
\end{equation}

A probe $a(u)$, travelling with the strong wave, has $a_v=0$ and solves this for any $\delta$. It feels nothing, as it must, since the two together are again a single plane wave. For a head-on probe, $w=a_v$ obeys $w_u+2\delta w_v=0$, with the solution
\begin{equation}
w=w_0\!\left(v-2\!\int^u\!\delta\,du'\right),\qquad
\Delta=2\int\delta\,du=8\kappa\int E_0^2\,du .
\end{equation}
The probe keeps its shape and emerges a distance $\Delta$ behind where it would have been. Where $\delta$ is constant, $w$ depends on $(1-2\delta)t+(1+2\delta)z$. The speed is then $(1-2\delta)/(1+2\delta)$, and the refractive index is
\begin{equation}
n=\frac{1+2\delta}{1-2\delta}\simeq1+4\delta=1+16\kappa E_0^2 .
\end{equation}

A simulation of the nonlinear field equations, with $\kappa$ enlarged to 0.02, tests both statements. The pulse is $E_0=\cos(2u)\,e^{-u^2/2}$. Alone, it changes by $2\times10^{-7}$ after travelling 16 length units, which is the error of the time stepping and shrinks when the integration is refined. A head-on probe of height $10^{-3}$ is delayed by 0.14436 length units, where the formula gives $8\kappa\,(\sqrt\pi/2)(1+e^{-4})=0.14439$; the difference is proportional to the height of the probe, which the linearized equation neglects.

\section{The pulse of the opening, in numbers}

Let the pulse be linearly polarized, with constant intensity $I=10^{27}\,\mathrm{W/m^2}$ ($10^{23}\,\mathrm{W/cm^2}$) for 30 fs and a wavelength of 800 nm. Its peak field is
\begin{equation}
\sqrt{\frac{2I}{c\varepsilon_0}}=8.68\times10^{14}\ \mathrm{V/m}=6.56\times10^{-4}\,E_S .
\end{equation}
Without $B$, one would find
\begin{equation}
\frac{P}{\varepsilon_0E}=4\kappa E_0^2=4(2.58\times10^{-5})(6.56\times10^{-4})^2=4.44\times10^{-11}.
\end{equation}
With $B$, the answer is zero.

For a head-on probe of wavelength 0.1 nm with the same linear polarization as the pulse, the peak index change is four times that number, $n-1=1.78\times10^{-10}$. The mean of $E_0^2$ over the oscillation is half its peak, and the pulse is $c\times30\,\mathrm{fs}=8.99\times10^{-6}\,\mathrm m$ long, so
\begin{equation}
\Delta=4\kappa E_0^2\,(8.99\times10^{-6}\,\mathrm m)=4.0\times10^{-16}\ \mathrm m,
\end{equation}
and the phase shift is $2\pi\Delta/(0.1\,\mathrm{nm})=2.5\times10^{-5}$ rad.

These probe values, unlike the zero, rest on the one-loop value of $\kappa$ and on the neglect of terms containing derivatives of the fields. Higher powers of $S$ and $G$ do not enter: both are of first order in the probe, so cubic and higher terms do not reach the quadratic part of $L$, whatever $E_0$. Two invariant measures, both small here, control the derivative terms. The squared centre-of-mass energy of a probe photon and a laser photon is $2.9\times10^{-7}$ in units of $(mc^2)^2$. The field strength weighted with the probe photon's energy, $2(\hbar\omega/mc^2)E_0$, is $3.2\times10^{-5}$. The same pulse that leaves itself unchanged thus shifts the phase of a wave coming the other way.

\section*{Computed results}
\begin{verbatim}
General plane wave, three frequencies, arbitrary field units:
  largest |E| sampled: 3.682
  largest |S| or |G|, one direction: 3e-15
  largest |P| or |M| component, one direction: 5e-14
  largest element of F F' F'', one direction: 6e-15
  same three with a second direction: 5.577, 371.217, 22.446
Two waves at an angle, S/(E1 E2) (dimensionless):
  angle 1 deg: 0.000152
  angle 10 deg: 0.015192
  angle 90 deg: 1.000000
  angle 180 deg: 2.000000
kappa = alpha/(90 pi): 2.58091e-05 (dimensionless)
L1/(kappa b^4) at b = 0.02: 0.99977
Pair test, peak of eA/(mc): 5.0; peak field: 4.289 E_S
  momentum along E: 4.0 m c
  pair probability, pulse in t alone: 0.9970
  pair probability, pulse in t - z: 1e-43
  residual of Volkov solution in Dirac equation: 3e-11
Simulation, enlarged kappa = 0.02, unit peak field:
  change of single pulse after travel 16: 2e-07
  head-on probe delay, simulated: 0.14436 length units
  head-on probe delay, formula: 0.14439 length units
Worked example:
  intensity: 1.0e+27 W/m^2 = 1.0e+23 W/cm^2
  duration: 30 fs
  strong wavelength: 800 nm
  probe wavelength: 0.1 nm
  critical field E_S: 1.3233e+18 V/m
  peak field E0: 8.6802e+14 V/m
  E0/E_S: 6.5596e-04
  false P/(eps0 E) with B forgotten: 4.442e-11
  head-on probe, peak index change n - 1: 1.777e-10
  head-on probe, delay length: 3.995e-16 m
  head-on probe, phase shift: 2.510e-05 rad
  4 (photon energy product)/(m c^2)^2: 2.94e-07
  2 (probe energy/m c^2)(E0/E_S): 3.18e-05
\end{verbatim}
